# Bastard's Superlattice Dispersion, the In-Plane-Dependent Barrier and the Miniband Width

## Model and conventions

A superlattice repeats a well layer of width $a$ and a barrier layer of width $b$ along $z$, with period $d=a+b$. One cell has its well in $0<z<a$ and its barrier in $a<z<d$. The band edge is $0$ in the well and $V>0$ in the barrier; the effective masses are $m_w$ and $m_b$. Electrons are described by a single envelope function $\Psi$ obeying

$$
-\frac{\hbar^2}{2}\nabla\cdot\left(\frac{1}{m(z)}\nabla\Psi\right)+V(z)\Psi=E\Psi . \tag{1}
$$

The assumptions are one parabolic band, isotropic and energy-independent masses, abrupt interfaces, the same band-edge Bloch function in both materials, and no strain or space charge. The mass stands between the two gradients, which keeps the Hamiltonian Hermitian when $m$ depends on $z$. Energies are quoted in meV and lengths in nm, the natural scales here, so $\hbar$ is kept in the formulas.

The layers are uniform in the plane, so the in-plane wave vector $\mathbf k_\parallel$ is conserved. Inserting $\Psi=e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\psi(z)$ into (1) gives

$$
-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac{1}{m}\frac{d\psi}{dz}\right)+\left[V(z)+\frac{\hbar^2k_\parallel^2}{2m(z)}\right]\psi=E\psi . \tag{2}
$$

The in-plane kinetic energy depends on $z$ through the mass. It therefore acts on the motion along $z$ as an additional potential step.

## Interface conditions

The function $\psi$ must be continuous: a jump would put a delta function into $\psi'$ and its derivative into (2), where no other term could cancel it. Now integrate (2) from $z_0-\delta$ to $z_0+\delta$ across an interface at $z_0$. The terms without derivatives are bounded, so their integrals vanish as $\delta\to0$. What remains is

$$
\left.\frac{\psi'}{m}\right|_{z_0^-}=\left.\frac{\psi'}{m}\right|_{z_0^+}. \tag{3}
$$

Thus $\psi$ and $\chi\equiv\psi'/m$ are continuous, while the slope $\psi'$ changes by the ratio of the masses. These conditions also make the probability current $\hbar\,\mathrm{Im}(\psi^*\psi'/m)$ continuous.

## The barrier seen by the longitudinal motion

Measure the energy from the in-plane kinetic energy in the well:

$$
\varepsilon=E-\frac{\hbar^2k_\parallel^2}{2m_w}. \tag{4}
$$

Subtracting $\hbar^2k_\parallel^2/2m_w$ from both sides of (2) leaves the potential zero in the well. In the barrier it leaves

$$
V_{\rm eff}=V+\frac{\hbar^2k_\parallel^2}{2m_b}-\frac{\hbar^2k_\parallel^2}{2m_w}
=V-\frac{\hbar^2k_\parallel^2}{2}\left(\frac1{m_w}-\frac1{m_b}\right). \tag{5}
$$

For $m_b>m_w$ the barrier falls as $k_\parallel$ grows, because in-plane motion costs less energy in the heavier material. For $m_b<m_w$ it rises, and for equal masses it stays at $V$.

For $0<\varepsilon<V_{\rm eff}$ the solutions oscillate in the well with wave number $k$ and are exponential in the barrier with decay constant $\kappa$:

$$
k^2=\frac{2m_w\varepsilon}{\hbar^2},\qquad
\kappa^2=\frac{2m_b(V_{\rm eff}-\varepsilon)}{\hbar^2}. \tag{6}
$$

It matters which energy is held fixed. Substituting (4) and (5) into (6), the terms in $1/m_w$ cancel and

$$
\kappa^2=\frac{2m_b(V-E)}{\hbar^2}+k_\parallel^2 . \tag{7}
$$

At fixed total energy $E$, therefore, $\kappa$ increases with $k_\parallel$ whatever the masses. The step $V_{\rm eff}$ in (5) does not depend on the energy; by (6), its lowering for $m_b>m_w$ reduces $\kappa$ when the longitudinal energy $\varepsilon$ is held fixed. For a miniband with $m_b\ne m_w$ neither energy stays fixed as $k_\parallel$ changes, since its $\varepsilon$ shifts with $V_{\rm eff}$; the decay constant of the isolated level from which it forms is worked out below.

## The dispersion relation

Define $p=k/m_w$ and $s=\kappa/m_b$. In the well, the solution with given $\psi(0)$ and $\psi'(0)=m_w\chi(0)$ is

$$
\psi(z)=\psi(0)\cos kz+\frac{\chi(0)}{p}\sin kz .
$$

Dividing its derivative by $m_w$ gives $\chi(z)=-p\,\psi(0)\sin kz+\chi(0)\cos kz$. The barrier solution follows in the same way with hyperbolic functions. The matrices that carry the column $(\psi,\chi)$ across the two layers are

$$
M_w=\begin{pmatrix}\cos ka&p^{-1}\sin ka\\-p\sin ka&\cos ka\end{pmatrix},\quad
M_b=\begin{pmatrix}\cosh\kappa b&s^{-1}\sinh\kappa b\\ s\sinh\kappa b&\cosh\kappa b\end{pmatrix}. \tag{8}
$$

Because $\psi$ and $\chi$ are continuous, no further matrix is needed at the interfaces, and one period is described by $M=M_bM_w$. Its diagonal elements are

$$
M_{11}=\cosh\kappa b\cos ka-\frac ps\sinh\kappa b\sin ka,\qquad
M_{22}=\frac sp\sinh\kappa b\sin ka+\cosh\kappa b\cos ka .
$$

Bloch's theorem requires $M$ to have the eigenvalue $e^{iqd}$, where $q$ is the superlattice wave vector. Both matrices in (8) have determinant 1, so $\det M=1$ and the second eigenvalue is $e^{-iqd}$. The trace is the sum of the eigenvalues, $M_{11}+M_{22}=2\cos qd$. Hence

$$
\boxed{\cos qd=\cos ka\cosh\kappa b+\frac12\left(\xi-\frac1\xi\right)\sin ka\sinh\kappa b,\qquad
\xi=\frac sp=\frac{\kappa/m_b}{k/m_w}.} \tag{9}
$$

This is Bastard's dispersion relation for the present model. The masses enter the ratio $\xi$ because $\psi'/m$, not $\psi'$, is matched. Energies for which the right side lies between $-1$ and $1$ form minibands; the others lie in gaps.

Above the barrier, $\kappa=ik_b$ with $k_b$ real. Then $\cosh\kappa b=\cos k_bb$ and $\sinh\kappa b=i\sin k_bb$. With $\xi=i\eta$ and $\eta=(k_b/m_b)/(k/m_w)$, one has $\xi-1/\xi=i(\eta+1/\eta)$, so the last term of (9) becomes $-\frac12(\eta+1/\eta)\sin ka\sin k_bb$. The relation stays real and remains valid.

## Thick barriers and the isolated well

Writing the hyperbolic functions in (9) as exponentials and multiplying by 2 gives, without approximation,

$$
2\cos qd=e^{\kappa b}F+e^{-\kappa b}G,\qquad
\left.\begin{matrix}F\\G\end{matrix}\right\}=\cos ka\pm\frac12\left(\xi-\frac1\xi\right)\sin ka . \tag{10}
$$

The left side is at most 2 in magnitude. When $e^{\kappa b}$ is large, a miniband must therefore lie close to a zero of $F$.

These zeros are the levels of a single well between infinitely thick barriers. There $\psi\propto e^{\kappa z}$ for $z<0$, so $\chi(0)=s\psi(0)$, and decay for $z>a$ requires $\chi(a)+s\psi(a)=0$. Applying $M_w$ gives

$$
\chi(a)+s\psi(a)=\left[2s\cos ka+\left(\frac{s^2}{p}-p\right)\sin ka\right]\psi(0)=2sF\,\psi(0),
$$

which vanishes when $F=0$.

To solve $F=0$, set $\xi=\tan\varphi$ with $0<\varphi<\pi/2$. Then $\frac12(\tan\varphi-\cot\varphi)=-\cos2\varphi/\sin2\varphi$, and

$$
F=\frac{\sin2\varphi\cos ka-\cos2\varphi\sin ka}{\sin2\varphi}=\frac{\sin(2\varphi-ka)}{\sin2\varphi}. \tag{11}
$$

The levels $\varepsilon_n$ satisfy

$$
ka=2\arctan\xi+n\pi,\qquad n=0,1,2,\dots \tag{12}
$$

Negative $n$ is excluded because $ka>0$ and $2\varphi<\pi$. As $\varepsilon$ rises from 0 to $V_{\rm eff}$, $ka$ increases and $\xi$ falls from infinity to zero. The difference $ka-2\varphi$ thus rises steadily from $-\pi$ to $a\sqrt{2m_wV_{\rm eff}}/\hbar$. Level $n$ exists, once, if $n\pi$ is below this upper value; the level $n=0$ exists for every $V_{\rm eff}>0$.

## The exponential miniband width

The width requires the slope of $F$ at $\varepsilon_n$. From (6), at fixed $V_{\rm eff}$,

$$
\frac{dk}{d\varepsilon}=\frac{m_w}{\hbar^2k},\qquad
\frac{d\kappa}{d\varepsilon}=-\frac{m_b}{\hbar^2\kappa},\qquad
\frac1\xi\frac{d\xi}{d\varepsilon}=-\frac{m_b}{\hbar^2\kappa^2}-\frac{m_w}{\hbar^2k^2}. \tag{13}
$$

The last expression is the logarithmic derivative of $\kappa$ minus that of $k$. Since $d\varphi=d\xi/(1+\xi^2)$ and $\xi/(1+\xi^2)=\frac12\sin2\varphi$,

$$
\frac{d\varphi}{d\varepsilon}=\frac{\sin2\varphi}{2}\,\frac1\xi\frac{d\xi}{d\varepsilon}. \tag{14}
$$

At a zero of (11) only the numerator needs differentiating, and its cosine there equals $(-1)^n$:

$$
\left.\frac{dF}{d\varepsilon}\right|_{\varepsilon_n}
=\frac{(-1)^n}{\sin2\varphi}\left(2\frac{d\varphi}{d\varepsilon}-a\frac{dk}{d\varepsilon}\right)=-(-1)^nD_n .
$$

Inserting (13), (14) and $1/\sin2\varphi=(1+\xi^2)/2\xi$ yields

$$
D_n=\frac{m_w}{\hbar^2}\left[\frac{a(1+\xi^2)}{2\xi k}+\frac1{k^2}\right]+\frac{m_b}{\hbar^2\kappa^2}, \tag{15}
$$

with $k$, $\kappa$ and $\xi$ evaluated at $\varepsilon_n$. Every term is positive.

To leading order, (10) becomes $2\cos qd=-(-1)^nD_n\,e^{\kappa b}(\varepsilon-\varepsilon_n)$, so

$$
\varepsilon(q)\simeq\varepsilon_n-(-1)^n\frac{W_n}{2}\cos qd,\qquad
\boxed{W_n\simeq\frac{4e^{-\kappa b}}{D_n}.} \tag{16}
$$

The lowest miniband has its minimum at $q=0$, the next at the zone edge $q=\pi/d$. Neither $D_n$ nor $\kappa$ depends on $b$, so the barrier width enters $W_n$ through the exponential alone. The exponent is $\kappa b$ rather than $2\kappa b$: the miniband width measures a coupling amplitude between neighbouring wells, not its square.

For a very high barrier, $\xi\gg1$ and the first term of (15) dominates, $D_n\simeq m_wa\xi/2\hbar^2k$. Using $\xi=m_w\kappa/m_bk$ and $\hbar^2k^2=2m_w\varepsilon_n$,

$$
W_n\simeq\frac{8\hbar^2k}{m_wa\xi}e^{-\kappa b}=\frac{16\,m_b}{m_w}\frac{\varepsilon_n}{\kappa a}e^{-\kappa b}. \tag{17}
$$

This limit is approached slowly. In the worked example below, where $\xi=1.28$, (17) gives 21.4 meV against a full width of 7.88 meV, so (16) with the complete $D_n$ should be used unless $\xi$ is truly large.

The accuracy of (16) follows from the next orders. Let $c=\cos qd$, $x=\varepsilon-\varepsilon_n$ and $\lambda=e^{-\kappa b}$ taken at $\varepsilon_n$. Multiplying (10) by $e^{-\kappa b}$ at the actual energy gives

$$
F=2c\lambda\,e^{-b\Delta\kappa}-\lambda^2G\,e^{-2b\Delta\kappa},\qquad \Delta\kappa=\kappa(\varepsilon)-\kappa(\varepsilon_n). \tag{18}
$$

This equation is unchanged if $c$ and $\lambda$ both change sign. In the expansion of $x$ in powers of $\lambda$, the term of order $\lambda^2$ is therefore even in $c$. It moves both edges, $c=\pm1$, by the same amount and cancels in the width. The first correction to $W_n$ is of order $\lambda^3$. Each factor $b$ in (18) comes with at least one factor $x$, so this correction carries at most $b^2$, and the error relative to $W_n$ is of order $b^2e^{-2\kappa b}$ at large $b$.

Formula (16) thus needs both $e^{-\kappa b}\ll1$ and a small change of $\kappa b$ between the middle and an edge of the miniband, $m_bbW_n/2\hbar^2\kappa\ll1$. At a given barrier width it fails for levels so close to the top of the barrier that $\kappa b$ is no longer large; the full relation (9) still applies there.

## How in-plane momentum changes the miniband

Consider how an isolated level responds to $V_{\rm eff}$. At fixed $\varepsilon$, $k$ is constant and $\partial\kappa/\partial V_{\rm eff}=m_b/\hbar^2\kappa$, so $\xi^{-1}\partial\xi/\partial V_{\rm eff}=m_b/\hbar^2\kappa^2$. The steps that led to (15) now give $\partial F/\partial V_{\rm eff}=(-1)^nm_b/\hbar^2\kappa^2$. Keeping $F=0$ requires

$$
\frac{d\varepsilon_n}{dV_{\rm eff}}=-\frac{\partial F/\partial V_{\rm eff}}{\partial F/\partial\varepsilon}
=\frac{m_b}{\hbar^2\kappa^2D_n}\equiv P_b . \tag{19}
$$

By the Hellmann–Feynman theorem, this derivative is the expectation value of the derivative of the Hamiltonian with respect to $V_{\rm eff}$, which is 1 in the barrier material and 0 in the well. Hence $P_b$ is the probability of finding the electron in the barrier material.

The total energy of the level is $E_n=\hbar^2k_\parallel^2/2m_w+\varepsilon_n(V_{\rm eff})$. Differentiating with respect to $\hbar^2k_\parallel^2/2$ at $k_\parallel=0$, with (5) and (19), gives the in-plane mass:

$$
\frac1{m_\parallel}=\frac1{m_w}-P_b\left(\frac1{m_w}-\frac1{m_b}\right)=\frac{1-P_b}{m_w}+\frac{P_b}{m_b}. \tag{20}
$$

The inverse masses are averaged with the probabilities of the two materials.

Along the level, both $V_{\rm eff}$ and $\varepsilon_n$ change in (6). Differentiation gives $2\kappa\,d\kappa=(2m_b/\hbar^2)(1-P_b)\,dV_{\rm eff}$, or

$$
\frac{d\kappa}{dV_{\rm eff}}=\frac{m_b(1-P_b)}{\hbar^2\kappa}>0 . \tag{21}
$$

The level follows a falling barrier only by the fraction $P_b$, so the decay constant decreases. Taking the logarithm of (16) and using (5) and (21),

$$
\frac{d\ln W_n}{d(k_\parallel^2)}=\left(\frac1{m_w}-\frac1{m_b}\right)\left[\frac{m_b(1-P_b)}{2\kappa}\,b+\frac{\hbar^2}{2}\frac{d\ln D_n}{dV_{\rm eff}}\right]. \tag{22}
$$

The second term in the bracket does not depend on $b$. For sufficiently thick barriers the first term decides the sign: with energy-independent masses, minibands widen with $k_\parallel$ if $m_b>m_w$ and narrow if $m_b<m_w$. For thinner barriers the second term can oppose and even outweigh the first, but (16) may then be too inaccurate for (22) to give the correct sign; the trend must be taken from the full relation (9). For equal masses the width is independent of $k_\parallel$. When the masses differ, longitudinal and in-plane motion are thus not additive: the energy is not a function of $q$ plus a function of $k_\parallel$.

The sign rule belongs to the parabolic model and should not be carried over to real III–V superlattices. There the masses depend on energy, roughly as $m_j(E)=m_j[1+(E-V_j)/E_{g,j}]$ in a two-band description, with $V_j$ the band edge and $E_{g,j}$ the gap of layer $j$. At the miniband energy the well mass is then larger and the barrier mass smaller than at the band edges, which reduces the mass difference in (5). Both masses also grow as $k_\parallel$ raises $E$, which tends to narrow the miniband. These effects can weaken or reverse the widening found here for $m_b>m_w$.

## Worked example

Take the round model parameters $m_w=0.05\,m_e$, $m_b=0.10\,m_e$, $V=300$ meV, $a=6$ nm and $b=4$ nm, with $\hbar^2/2m_e=38.0998$ meV nm². At $k_\parallel=0$, condition (12) with $n=0$ gives $\varepsilon_0=69.907$ meV. Then

$$
k=\sqrt{\frac{0.05\times69.907}{38.0998}}=0.3029\ \text{nm}^{-1},\qquad
\kappa=\sqrt{\frac{0.10\times230.093}{38.0998}}=0.7771\ \text{nm}^{-1},
$$

and $\xi=(0.7771/0.10)/(0.3029/0.05)=1.283$. As a check, $ka=1.817$ equals $2\arctan\xi$.

In (15), $m_w/\hbar^2=0.05/(2\times38.0998)=6.562\times10^{-4}$ meV$^{-1}$ nm$^{-2}$. The bracket is $20.43+10.90=31.33$ nm², and the barrier term is $0.002173$ meV$^{-1}$. Therefore

$$
D_0=0.02056+0.00217=0.02273\ \text{meV}^{-1},\qquad
W_0\simeq\frac{4\times0.04467}{0.02273}=7.86\ \text{meV}.
$$

The full dispersion (9) puts the miniband between 66.12 and 74.00 meV, a width of 7.88 meV, or $2.90\times10^{-4}$ hartree. The exponential formula is low by 0.24% of the full width. The edges lie 3.79 meV below and 4.09 meV above $\varepsilon_0$; this asymmetry is mostly the common shift of second order that cancels in the width.

The mass weights are essential. At the computed miniband bottom, where the right side of (9) must equal 1, replacing $\xi$ by $\kappa/k$ gives 10.6.

With thicker barriers the widths are:

| $b$ (nm) | full width (meV) | formula (16) (meV) |
|---|---|---|
| 4 | 7.880 | 7.861 |
| 6 | 1.6617 | 1.6614 |
| 8 | 0.351145 | 0.351140 |
| 10 | 0.07421 | 0.07421 |

From 8 to 10 nm the full width falls to 0.21135 of its value, in agreement with $e^{-2\times0.7771}=0.21136$.

The barrier probability (19) is $0.002173/0.02273=0.0956$, about $0.096$. Equation (20) then gives $1/m_\parallel=(0.904/0.05+0.096/0.10)/m_e$, or $m_\parallel=0.0525\,m_e$.

In-plane momentum changes the miniband for $b=4$ nm as follows, with $\kappa$ evaluated at the isolated level:

| $k_\parallel$ (nm$^{-1}$) | $V_{\rm eff}$ (meV) | $\kappa$ (nm$^{-1}$) | full width (meV) |
|---|---|---|---|
| 0 | 300.0 | 0.777 | 7.88 |
| 0.1 | 296.2 | 0.771 | 8.04 |
| 0.2 | 284.8 | 0.754 | 8.52 |
| 0.3 | 265.7 | 0.723 | 9.42 |

At $k_\parallel=0.3$ nm$^{-1}$, (5) gives $V_{\rm eff}=300-38.0998\times0.09\times(20-10)=265.7$ meV, and the full width has grown by 19.5%. In formula (16) the exponential alone contributes $e^{4(0.7771-0.7232)}=1.24$. The formula width grows by $9.379/7.861=1.19$, so an increase of $D_0$ by about 4% offsets part of the gain.

If both masses are $0.05\,m_e$, the width does not change between the same two values of $k_\parallel$. With a light barrier mass of $0.025\,m_e$ it shrinks to 0.827 of its value at $k_\parallel=0$. For the original masses, $V_{\rm eff}$ vanishes at $k_\parallel=0.887$ nm$^{-1}$. The in-plane kinetic energy in the well is then 600 meV, far beyond the range where a real band with so light a mass is parabolic, so this point is a feature of the model only. Beyond that point the layer called the barrier has the lower effective potential. The thick-barrier formula fails already on the approach to it: since $0<\varepsilon_0<V_{\rm eff}$, (6) gives $\kappa\to0$ as $V_{\rm eff}\to0$, and $e^{-\kappa b}$ is no longer small.

The numerical check diagonalizes the Hamiltonian directly, imposing continuity of $\psi$ and the Bloch phase but not condition (3). Its energies satisfy (9). Its widths confirm (16) for the ground miniband at the barrier widths tabulated above, and for the first excited miniband at $b=30$ nm. The excited level lies at 272.2 meV, close to the top of the barrier, where $\kappa$ is only 0.270 nm$^{-1}$; the formula therefore needs a much thicker barrier there.

## Numbers as computed

```
hbar^2/(2 m_e) = 38.0998 meV nm^2
masses: well 0.05 m_e, barrier 0.10 m_e
V = 300 meV, a = 6 nm, b = 4 nm, d = 10 nm
slope ratio barrier/well at interface = 2.000000
dispersion: 64 energies, largest mismatch 5.7e-11
right side at q=0 without mass weights = 10.587 (needs 1)
isolated level eps0 = 69.9074 meV
k = 0.30289 nm^-1, K = 0.77712 nm^-1, xi = 1.28285
D = 0.022729 meV^-1, K b = 3.1085
exp(-K b) = 0.044668
full dispersion: bottom 66.1217 meV, top 74.0017 meV
width, full dispersion = 7.8800 meV
width, exponential formula = 7.8611 meV
width, full dispersion = 2.8958e-04 hartree
b (nm), full width (meV), formula (meV), relative error
     4  7.879976  7.861065  -2.4e-03
     6  1.661742  1.661425  -1.9e-04
     8  0.351145  0.351140  -1.3e-05
    10  0.074213  0.074213  -8.6e-07
second level = 272.2006 meV, K = 0.27012 nm^-1
second miniband, b = 30 nm: full 0.034426 meV
second miniband, b = 30 nm: formula 0.034426 meV
barrier probability: formula 0.09561, b = 10 nm 0.09561
in-plane mass: formula 0.052510 m_e
in-plane mass: diagonalization 0.052511 m_e
b = 4 nm; columns: kpar (nm^-1), V_eff (meV), eps0 (meV),
  K (nm^-1), width formula (meV), width full (meV)
  0.0  300.000  69.907  0.77712  7.8611  7.8800
  0.1  296.190  69.541  0.77129  8.0150  8.0354
  0.2  284.760  68.417  0.75355  8.4981  8.5238
  0.3  265.710  66.454  0.72318  9.3787  9.4167
full width ratio, kpar = 0.3 to 0: 1.1950
dK/dV_eff: formula 1.5273e-03 nm^-1 meV^-1
dK/dV_eff: from widths 1.5283e-03 nm^-1 meV^-1
same ratio, equal masses 0.05 m_e: 1.000000
same ratio, barrier mass 0.025 m_e: 0.8267
V_eff vanishes at kpar = 0.8874 nm^-1
```
